# Where a substrate bent by a thin film is free of strain

**Q.** A stressed film bends its wafer. In bending, one face shortens, the other lengthens and the midplane keeps its length. So the strain-free plane is the midplane. What is there to discuss?

**A.** The force balance. Take a substrate of thickness $h$, flat and stress-free before the film was put on, and measure $z$ from its midplane towards the film. The film has thickness $h_f$ and tensile stress $\sigma_f$, equal in all in-plane directions, so it pulls with a force per unit width

$$F=\sigma_f h_f .$$

Cut the coated wafer along a vertical section. Nothing outside pulls on the piece, so the total force on the cut is zero. The film contributes $F$, and the substrate must contribute $-F$. If the strain vanished at the midplane and varied linearly, tension in one half would cancel compression in the other, and the substrate would contribute nothing. The film force would be left unbalanced.

**Q.** You say "varied linearly". Why should it?

**A.** Far from the edges, each vertical section is equivalent to its neighbours and is a mirror plane of the loaded plate, so it stays flat as the plate bends. Let the wafer become concave on the film side, with radius $R=1/\kappa$ at the midplane. A fibre at height $z$ then lies on an arc of radius $R-z$, and its length is changed by the factor $1-\kappa z$. If the midplane itself has a small strain $e_0$, then to first order

$$e(z)=e_0-\kappa z .$$

Positive $\kappa$ means concave on the film side. Strain is reckoned from the stress-free substrate at the same temperature.

For an isotropic substrate with Young modulus $E$ and Poisson ratio $\nu$, free faces and equal strain in both in-plane directions, the stress is

$$\sigma=\frac{E}{1-\nu^2}(e+\nu e)=\frac{E}{1-\nu}\,e=Me ,$$

where $M$ is the biaxial modulus.

**Q.** Then you have two unknowns, $e_0$ and $\kappa$, and one force balance.

**A.** The moment on the cut must vanish too. The force balance is

$$\int_{-h/2}^{h/2}M(e_0-\kappa z)\,dz+F=Mhe_0+F=0,
\qquad e_0=-\frac{F}{Mh},$$

because the term odd in $z$ integrates to zero. For the moment about the midplane, let the film be so thin that its force acts at $z=h/2$:

$$\int_{-h/2}^{h/2}M(e_0-\kappa z)z\,dz+\frac{Fh}{2}
=-\frac{M\kappa h^3}{12}+\frac{Fh}{2}=0 .$$

Now the $e_0$ term is the odd one, and $\int z^2dz=h^3/12$. Hence

$$\kappa=\frac{6F}{Mh^2},$$

which is Stoney's equation. Putting both results into the strain gives

$$e(z)=-\frac{F}{Mh}-\frac{6F}{Mh^2}z
=-\frac{F}{Mh}\left(1+\frac{6z}{h}\right).$$

The bracket vanishes at $z=-h/6$. Measured down from the interface, the strain-free plane lies at

$$d=\frac h2+\frac h6=\frac{2h}{3}.$$

The size and sign of $F$ and the value of $M$ have dropped out. Within this linear model, a compressive film reverses every strain and leaves the plane where it is.

**Q.** I still want the midplane to be special.

**A.** It is, in another sense: adding pure bending does not change the strain there. But the film also compresses the substrate as a whole, and the midplane shows that compression alone. At the interface, midplane and back face, the bracket equals $4$, $1$ and $-2$, so the strains stand in the ratio

$$-4:-1:+2 .$$

Placing the zero at the midplane would give an interface strain of size $\kappa h/2=3F/(Mh)$ instead of $4F/(Mh)$, which is three quarters of the true value.

**Q.** The flat sections rest on a symmetry argument. Has the result been obtained without it?

**A.** Yes, by two-dimensional finite elements. A strip ten thicknesses long, with no strain along its third direction, was pulled inwards at its upper corners. That is how a uniformly stressed, very thin film loads a substrate: in the interior the pulls on the two sides of any film element cancel, and the force is handed over at the edges. Half of the strip was computed, with its central section held flat by the left-right symmetry of the whole strip. All other sections were free to warp, and no linear strain profile was imposed. At the centre of the strip the strain vanished at depth $0.6669h$, against $0.6667h$ from the formula.

The edge is also where the formula fails. In this strip the strain profile departed from the linear law by more than 2% of the interface strain up to about one thickness $h$ from the edge.

**Q.** Real wafers are crystals, and a film may pull harder along $x$ than along $y$. Does each direction get its own strain-free plane?

**A.** No, provided the film is very thin and the substrate is homogeneous through its thickness. Let the film forces per width be $N_{ij}$, with $i,j=x,y$. Far from the edges the strains depend on $z$ alone. The conditions for the strains to come from a continuous displacement, such as $\partial_z^2e_{xx}+\partial_x^2e_{zz}=2\,\partial_x\partial_ze_{xz}$, then reduce to $e_{ij}''=0$ for the in-plane components, so these are linear in $z$ even without mirror planes. The stresses on horizontal planes vanish, because the back face is free and equilibrium keeps them constant in $z$. The in-plane stresses are therefore fixed linear combinations of the in-plane strains, with coefficients that do not depend on $z$, and are linear too: $\sigma_{ij}=s_{ij}-t_{ij}z$. The two balances become

$$hs_{ij}+N_{ij}=0,\qquad -\frac{h^3}{12}t_{ij}+\frac h2N_{ij}=0 ,$$

so $s_{ij}=-N_{ij}/h$, $t_{ij}=6N_{ij}/h^2$, and

$$\sigma_{ij}(z)=-\frac{N_{ij}}{h}\left(1+\frac{6z}{h}\right).$$

Every component carries the same bracket. At $z=-h/6$ all stresses vanish, and with them all elastic strains, whatever the elastic constants. A numerical solution of the balances for an anisotropic substrate under unequal film forces gave depth $0.6667h$ for each of the three in-plane strain components.

**Q.** Is there a reason for the distance $h/6$, beyond the algebra?

**A.** It measures how far off centre the force acts. Put the same force at a height $a$ above the midplane. The force balance is unchanged, while the moment balance gives $M\kappa h^3/12=Fa$. The zero of $e_0-\kappa z$ is then at

$$z_0=\frac{e_0}{\kappa}=-\frac{F}{Mh}\,\frac{Mh^3}{12Fa}=-\frac{h^2}{12a}.$$

For $a=h/2$ this is $-h/6$. A force nearer the midplane bends less for the same compression, so the zero moves farther away. Below $a=h/6$ it lies outside the substrate, and for $a\to0$ it goes to infinity: the plate is compressed without bending. A thin stressed layer buried at $a=h/4$ should give $z_0=-h/3$, and the numerical solution gave $-0.3333h$.

**Q.** You let the film thickness go to zero. What happens if it does not?

**A.** Let the film have biaxial modulus $M_f$, and write $\eta=h_f/h$ and $m=M_f/M$. Let its stress be $\sigma_m$, uniform, when the substrate is held flat and unstrained. After release the film stress is $\sigma_m+M_f(e_0-\kappa z)$. Call its integral over the film $N$, the film force in place. The centre of the film is at

$$z_f=\frac{h+h_f}{2}=\frac h2(1+\eta).$$

With $z=z_f+s$, the film's moment about the substrate midplane is $Nz_f$ plus the integral of stress times $s$. In that last integral only the part of the stress proportional to $s$ survives, and it gives $-M_f\kappa h_f^3/12$. The balances are

$$Mhe_0+N=0,\qquad
Nz_f=\frac{\kappa}{12}\left(Mh^3+M_fh_f^3\right)=\frac{\kappa Mh^3}{12}(1+m\eta^3).$$

Dividing $e_0=-N/(Mh)$ by the curvature removes $N$:

$$z_0=\frac{e_0}{\kappa}=-\frac{h^2(1+m\eta^3)}{12z_f}
=-\frac h6\,\frac{1+m\eta^3}{1+\eta},$$

$$\frac dh=\frac12+\frac{1+m\eta^3}{6(1+\eta)} .$$

For small $\eta$ at fixed $m$, $1/(1+\eta)\approx1-\eta$, so $d\approx 2h/3-h_f/6$. The first correction is purely geometric: the film force acts half a film thickness above the interface. The film's stiffness enters the depth only at order $\eta^3$.

For a film half as thick as the substrate and three times as stiff, the formula gives $0.6528h$ and the finite-element strip $0.6532h$. (In the strip, plane-strain moduli replace the biaxial ones; the algebra is the same.) With a film thick and stiff enough that $m\eta^3>2+3\eta$, the formula gives $d>h$, and the substrate has no strain-free plane at all.

**Q.** Give me a wafer.

**A.** Take round values in the regime of a sputtered refractory-metal coating on a semiconductor wafer: a film of 200 nm under 1 GPa tension, on a wafer 500 µm thick and 50 mm across with $M=180$ GPa. Then

$$F=(10^9\ \mathrm{Pa})(200\times10^{-9}\ \mathrm m)=200\ \mathrm{N/m},$$

$$\kappa=\frac{6\times200}{(180\times10^9)(500\times10^{-6})^2}\ \mathrm{m^{-1}}=0.0267\ \mathrm{m^{-1}},$$

so the radius of curvature is 37.5 m. With wafer radius $b=25$ mm, the bow from centre to rim is $\kappa b^2/2=8.3$ µm. The strain scale is $F/(Mh)=2.22\times10^{-6}$, which gives:

| Level | Strain ($10^{-6}$) | Stress (MPa) |
|---|---:|---:|
| interface | −8.89 | −1.6 |
| midplane | −2.22 | −0.4 |
| back face | +4.44 | +0.8 |

The strain-free plane lies 333 µm below the interface, 83 µm below the midplane. The finite film thickness raises it by 33 nm. The film itself is shortened by the interface strain, which relieves its stress by the fraction $M_f\,4F/(Mh\sigma_f)=4m\eta$ to first order. With $M_f=500$ GPa this is 0.44%.

**Q.** A wafer resting on its rim also sags under its own weight. Is that smaller than 33 nm too?

**A.** No, it is much larger. Treat the wafer as isotropic; the in-plane anisotropy of a cubic crystal such as (100) silicon changes the sag curvature below by a few per cent. Let $\phi(r)$ be the slope of the sagging wafer at distance $r$ from its centre. The radial and hoop curvatures are $\phi'$ and $\phi/r$, and the bending moments per length are

$$m_r=D\left(\phi'+\nu\frac{\phi}{r}\right),\quad
m_t=D\left(\frac{\phi}{r}+\nu\phi'\right),\quad
D=\frac{Eh^3}{12(1-\nu^2)}=\frac{Mh^3}{12(1+\nu)} .$$

The weight per area is $q=\rho gh$, with $\rho$ the density. The weight inside radius $r$, $\pi r^2q$, is carried by shear on the circumference $2\pi r$, so the shear per length is $qr/2$. Moment balance of a ring element reads $(rm_r)'-m_t=-qr^2/2$, or

$$D\left(r\phi''+\phi'-\frac{\phi}{r}\right)=-\frac{qr^2}{2}.$$

Try $\phi=Ar+Br^3$. The $A$ terms cancel and the $B$ terms give $8Br^2$, so $B=-q/(16D)$. At a freely supported rim $m_r(b)=0$, that is, $(1+\nu)A+(3+\nu)Bb^2=0$. The curvature at the centre is therefore

$$\kappa_g=A=\frac{(3+\nu)qb^2}{16(1+\nu)D}=\frac{3(3+\nu)\rho gb^2}{4Mh^2}.$$

For $\nu=0.28$ and $\rho=2300$ kg/m³ this is 0.00077 m⁻¹, about 3% of the film's curvature. With the tensile film facing up, the two curvatures add, while $e_0$ stays the same because the weight exerts no net in-plane force. At the centre the zero moves from $e_0/\kappa$ to $e_0/(\kappa+\kappa_g)$, which is nearer the film by

$$\frac h6\,\frac{\kappa_g}{\kappa+\kappa_g}=2.3\ \text{µm}.$$

With the film facing down, the sag opposes the film's curvature and the plane moves away from the film.

**Q.** And a flat disc cannot become a spherical cap without stretching.

**A.** That effect is second order in the curvature, but it can be estimated by holding the cap's curvature uniform and treating the wafer as isotropic. Its height is $\kappa r^2/2$ and its slope $\kappa r$. With radial displacement $u$, the additional midplane strains are

$$e_r=u'+\tfrac12\kappa^2r^2,\qquad e_t=\frac ur .$$

Put $u=c_1r+c_3r^3$. Apart from the common factor $E/(1-\nu^2)$, the stresses are

$$\sigma_r:\ (1+\nu)c_1+\left[(3+\nu)c_3+\tfrac12\kappa^2\right]r^2,$$

$$\sigma_t:\ (1+\nu)c_1+\left[(1+3\nu)c_3+\tfrac12\nu\kappa^2\right]r^2 .$$

In-plane equilibrium, $(r\sigma_r)'=\sigma_t$, requires three times the first square bracket to equal the second. This gives $c_3=-(3-\nu)\kappa^2/16$. The first bracket is then $-(1-\nu^2)\kappa^2/16$, and since this additional radial stress must vanish at the rim,

$$c_1=\frac{(1-\nu)\kappa^2b^2}{16}.$$

At the centre both strains equal $c_1=2.0\times10^{-8}$, a tension that offsets a little of the compression $e_0$. The zero moves towards the film by $c_1/\kappa=0.75$ µm. Together with the sag of a wafer resting on its rim with the film facing up, the shift at the centre is about 3 µm, or 1% of the depth. For this wafer, supported in that way, "333 µm" should be read as "about 330 µm" at the centre. Both shifts change with $r$: the sag curvature falls towards the rim, and the hoop strain $c_1+c_3r^2$ turns compressive there. Towards the rim the depth returns to about 333–334 µm, and the radial and hoop strains vanish at depths up to about 1 µm apart.

**Q.** How close is this model to a real coated wafer?

**A.** A stress of order 1 GPa, of either sign, is a reasonable rough value for such coatings. The wafer is on the thick side for its diameter. As long as the bow stays small compared with the thickness, a thinner one with the same film and diameter has the same ratio $\kappa_g/\kappa$, but its membrane shift $c_1/\kappa$ grows in proportion to $\kappa$, hence as $1/h^2$. This law is only the leading term: at a bow of a tenth of the thickness it already overstates the growth by several per cent. Once the bow is comparable with the thickness, the curvature is no longer uniform. As long as the wafer keeps the shape of a round cap, the curvature at its centre is then below Stoney's value; once Stoney's formula would give a bow of about three thicknesses, it can instead roll up towards a cylinder. The position of the plane then needs a large-deflection calculation. The assumption a real coating readily breaks is uniform stress through the film. If the film force acts at a height $c$ above the interface, the lever-arm formula with $a=h/2+c$ gives

$$d=\frac h2+\frac{h/6}{1+2c/h}\approx\frac{2h}{3}-\frac c3 .$$

For stress of one sign, $c$ lies between 0 and $h_f$, so the shift is less than $h_f/3$, or 67 nm here. If the stress changes sign and the net force nearly cancels, $c$ can become large and this expansion fails. In the limit of a pure moment without force, $e_0=0$ and your midplane is the strain-free plane after all. Within about 0.5 mm of the rim, the edge estimate above says that the linear profile should not be used.

**Q.** Suppose the wafer is warmed by 100 K. The bow changes, so surely the plane moves.

**A.** The bow changes and, in the linear thin-film model, the plane stays. Suppose, purely for illustration, that the film expands more than the wafer by $4\times10^{-6}$ per kelvin. Its stress then changes by

$$-(500\ \mathrm{GPa})(4\times10^{-6}\ \mathrm{K^{-1}})(100\ \mathrm K)=-0.20\ \mathrm{GPa}.$$

With the elastic constants held fixed, $F$ and $\kappa$ both fall by a fifth, and so does every elastic strain in the substrate. Since $e_0$ and $\kappa$ shrink by the same factor, their ratio, which locates the plane, is unchanged in the thin-film model. The corrections found above do depend on $\kappa$: the sag shift grows from 2.3 to 2.9 µm and the membrane shift falls from 0.75 to 0.60 µm, so at the centre of the wafer resting on its rim with the film facing up, the plane moves about 0.4 µm towards the film. The numerical output below lists the values used here.

## Computed values

```
INPUTS (round, rough typical values)
film thickness                     200 nm
film stress                        1.00 GPa
film biaxial modulus               500 GPa
wafer thickness                    500 um
wafer diameter                     50 mm
wafer biaxial modulus              180 GPa
wafer Poisson ratio                0.28
wafer density                      2300 kg/m^3
film minus wafer expansion         4.0 1e-6/K
THIN-FILM RESULTS
film force per width               200.0 N/m
curvature                          0.02667 1/m
radius of curvature                37.50 m
bow, centre to rim                 8.33 um
strain at interface                -8.889 1e-6
stress at interface                -1.600 MPa
strain at midplane                 -2.222 1e-6
stress at midplane                 -0.400 MPa
strain at back face                +4.444 1e-6
stress at back face                +0.800 MPa
strain-free plane below interface  333.33 um
same plane below midplane          83.33 um
midplane-zero / true top strain    0.750
NEGLECTED EFFECTS (negative shift = towards film)
thickness ratio eta                4.0e-04
modulus ratio m                    2.778
shift from finite film thickness   -33.3 nm
film stress relieved by wafer      0.443 percent
self-weight curvature at centre    0.000771 1/m
shift from self-weight             -2.34 um
membrane strain at centre          +0.0200 1e-6
shift from membrane strain         -0.75 um
edge zone (profile off over 2%)    0.97 wafer thicknesses
edge zone for this wafer           0.49 mm
film stress change, +100 K        -0.20 GPa
INDEPENDENT CHECKS (depths in substrate thicknesses)
finite elements, thin-film limit   0.6669
finite elements, eta=0.5, m=3      0.6532
plate formula, eta=0.5, m=3        0.6528
anisotropic case, xx, yy, xy       0.6667, 0.6667, 0.6667
buried layer at z=+0.25: zero at z -0.3333
```
